# The Tsu–Esaki tunnelling current and the conditions on the masses

## Result and assumptions

**Theorem.** Let two electrodes be separated by a barrier that is uniform in the plane of the layers. Under assumptions 1–3 below, the tunnelling current density is

$$
J=\frac{m}{2\pi^2}\int_0^\infty D(E_x)\,S(E_x)\,dE_x, \tag{1}
$$

$$
S(E_x)=kT\ln\frac{1+e^{(\mu_L-E_x)/kT}}{1+e^{(\mu_R-E_x)/kT}}. \tag{2}
$$

Here $D$ is the transmission probability, $E_x$ the energy of motion normal to the layers, and $S$ the supply function. Atomic units are used, with $\hbar=e=m_e=1$. Energies are measured from the left band edge. A bias energy $V\ge 0$ puts the right band edge at $-V$ and the right Fermi level at $\mu_R=\mu_L-V$. $J$ is positive when the net flow of electrons is from left to right; the conventional electric current points the other way.

1. Each electrode has one isotropic parabolic band with spin degeneracy two. The mass $m$ is the same in both electrodes **and in the barrier**.
2. Electrons arriving from each electrode have that electrode's equilibrium Fermi distribution, at a common temperature $T$.
3. Electrons are independent, and they cross elastically and coherently in a potential $U(x)$.

Equal electrode masses without the condition on the barrier are not sufficient for (1), as the section on unequal masses shows.

## Separation and reciprocity

**Lemma 1.** The normal energy $E_x$ is conserved, and $D$ depends on it alone. For $E_x>0$, $D$ is the same for incidence from either side. Right-hand states with $-V<E_x<0$ carry no current across.

*Proof.* The potential does not depend on the in-plane position $\mathbf r$, so we may write $\psi=e^{i\mathbf k_\parallel\cdot\mathbf r}\chi(x)$. The Schrödinger equation becomes

$$
-\frac{\chi''}{2m}+U(x)\chi=\left(E-\frac{k_\parallel^2}{2m}\right)\chi\equiv E_x\chi .
$$

Because $m$ is the same everywhere, the transverse energy $\varepsilon=k_\parallel^2/2m$ is the same number in every layer. It drops out of the equation for $\chi$, which contains only $E_x$.

For $E_x>0$ let $k=\sqrt{2mE_x}$ and $k'=\sqrt{2m(E_x+V)}$ be the normal wave numbers on the left and right. The solution for incidence from the left is

$$
\chi_1=\begin{cases}e^{ikx}+re^{-ikx}&\text{left}\\ te^{ik'x}&\text{right.}\end{cases}
$$

For incidence from the right it is

$$
\chi_2=\begin{cases}t'e^{-ikx}&\text{left}\\ e^{-ik'x}+r'e^{ik'x}&\text{right.}\end{cases}
$$

Transmission is a ratio of fluxes, so $D=(k'/k)|t|^2$ from the left and $D'=(k/k')|t'|^2$ from the right. Both functions solve the same second-order equation without a first-derivative term, so $W=\chi_1\chi_2'-\chi_1'\chi_2$ is constant. On the left,

$$
W=-ikt'(1+re^{-2ikx})-ikt'(1-re^{-2ikx})=-2ikt'.
$$

On the right,

$$
W=-ik't(1-r'e^{2ik'x})-ik't(1+r'e^{2ik'x})=-2ik't.
$$

Hence $kt'=k't$, and

$$
D'=\frac{k}{k'}\left|\frac{k't}{k}\right|^2=\frac{k'}{k}|t|^2=D .
$$

For $-V<E_x<0$ the wave decays into the left electrode and carries no flux there. Flux is the same at every $x$, so the wave is totally reflected. $\square$

## The transverse integral

**Lemma 2.** At fixed $E_x$, with $f(E)=1/[1+e^{(E-\mu)/kT}]$,

$$
2\int\frac{d^2k_\parallel}{(2\pi)^2}\,f(E_x+\varepsilon)
=\frac{m}{\pi}\,kT\ln\!\left[1+e^{(\mu-E_x)/kT}\right]. \tag{3}
$$

*Proof.* In polar coordinates $d^2k_\parallel=2\pi k_\parallel dk_\parallel$. From $\varepsilon=k_\parallel^2/2m$ we have $k_\parallel dk_\parallel=m\,d\varepsilon$, so $d^2k_\parallel=2\pi m\,d\varepsilon$. The factor in front is $2\cdot2\pi m/(4\pi^2)=m/\pi$.

Put $u=(\varepsilon+E_x-\mu)/kT$. Then

$$
\frac{d}{d\varepsilon}\left[-kT\ln(1+e^{-u})\right]
=\frac{e^{-u}}{1+e^{-u}}=\frac{1}{1+e^{u}} .
$$

The bracket is therefore an antiderivative of the Fermi function. It vanishes as $\varepsilon\to\infty$ and equals $-kT\ln[1+e^{(\mu-E_x)/kT}]$ at $\varepsilon=0$. Subtracting the lower limit gives (3). $\square$

The sum in (3) is the number of occupied transverse states per unit area at one value of the normal wave number. The logarithm thus records how many electrons share the same chance $D(E_x)$ of crossing. In two dimensions the density of states is constant, which is why the integral is elementary.

## Proof of the theorem

Electrons leaving the left electrode have $k_x>0$ and normal velocity $v_x=k_x/m$. Their transmitted flux is

$$
J_L=2\int_{k_x>0}\frac{d^3k}{(2\pi)^3}\,v_x D(E_x)f_L(E).
$$

Since $E_x=k_x^2/2m$, we have $v_xdk_x=dE_x$: the velocity cancels the one-dimensional density of states. Separating one factor $1/(2\pi)$ and using Lemma 2 gives

$$
J_L=\frac{1}{2\pi}\,\frac{m}{\pi}\int_0^\infty dE_x\,D(E_x)\,
kT\ln\left[1+e^{(\mu_L-E_x)/kT}\right].
$$

On the right, $E_x=k_x'^2/2m-V$, so again $|v_x'|\,d|k_x'|=dE_x$. By Lemma 1 the transmission is the same, and the integral starts at $E_x=0$. The flux $J_R$ is therefore the same expression with $\mu_R$ in place of $\mu_L$. The difference of the logarithms is the logarithm of the quotient, and $J=J_L-J_R$ is (1) with (2). $\square$

No factors for empty final states are needed. If they are inserted, they cancel:

$$
f_L(1-f_R)-f_R(1-f_L)=f_L-f_R .
$$

In SI units, $v_xdk_x=dE_x/\hbar$ and $d^2k_\parallel=2\pi m\,d\varepsilon/\hbar^2$. With the charge $e$ the prefactor becomes $em/(2\pi^2\hbar^3)$.

## Limits

Differentiating $kT\ln[1+e^{(\mu-E_x)/kT}]$ with respect to $\mu$ gives the Fermi function. The supply function can therefore be written

$$
S(E_x)=\int_0^V \frac{dv}{1+e^{(E_x+v-\mu_L)/kT}} . \tag{4}
$$

It is zero at $V=0$ and positive for $V>0$.

**Small bias.** To first order in $V$, (4) gives $S=Vf(E_x)$, and

$$
\frac{J}{V}\to G=\frac{m}{2\pi^2}\int_0^\infty D_0(E_x)f(E_x)\,dE_x ,
$$

where $D_0$ is the transmission at zero bias. The integrand of (4) decreases with $v$, so at finite bias $S<Vf(E_x)$.

**Zero temperature.** For $\eta>0$,

$$
kT\ln(1+e^{\eta/kT})=\eta+kT\ln(1+e^{-\eta/kT})\to\eta ,
$$

while for $\eta<0$ the left side tends to zero. Thus $S=\max(\mu_L-E_x,0)-\max(\mu_R-E_x,0)$. For $0<V<\mu_L$,

$$
J=\frac{m}{2\pi^2}\left[V\int_0^{\mu_L-V}D\,dE_x+\int_{\mu_L-V}^{\mu_L}(\mu_L-E_x)D\,dE_x\right].
$$

For $V\ge\mu_L>0$ the first term is absent and the second integral starts at zero.

**Thermionic emission.** Let $D=0$ below a level $W$ and $D=1$ above it, with $\phi=W-\mu_L\gg kT$ and $V\gg kT$. The return flux is then negligible and $\ln(1+z)\simeq z$, so

$$
J\simeq\frac{m\,kT}{2\pi^2}\int_W^\infty e^{(\mu_L-E_x)/kT}dE_x
=\frac{m(kT)^2}{2\pi^2}e^{-\phi/kT}.
$$

This is the Richardson law. For $m=1$ its constant is $120.17\ \mathrm{A\,cm^{-2}K^{-2}}$.

## Unequal masses

**Proposition.** If the electrodes have mass $m$ and the barrier has mass $m_b$, an electron with transverse energy $\varepsilon$ meets the effective barrier

$$
U_{\rm eff}(x)=U(x)+\varepsilon\left(\frac{m}{m_b}-1\right). \tag{5}
$$

*Proof.* In the barrier,

$$
-\frac{\chi''}{2m_b}+\left[U+\frac{k_\parallel^2}{2m_b}\right]\chi=(E_x+\varepsilon)\chi .
$$

Here $k_\parallel^2=2m\varepsilon$, because $k_\parallel$ is conserved and $\varepsilon$ is defined in the electrode. Moving $\varepsilon$ to the left gives (5). The matching conditions, continuity of $\chi$ and of $\chi'$ divided by the local mass, do not contain $\varepsilon$. $\square$

The current is then

$$
J=\frac{m}{2\pi^2}\int_0^\infty dE_x\int_0^\infty d\varepsilon\,D(E_x,\varepsilon)(f_L-f_R),
$$

and $D$ cannot in general be taken out of the inner integral. The logarithm remains a good approximation if $\beta|m/m_b-1|\varepsilon\ll1$ for the electrons that matter, where $\beta$ is the decrease of $\ln D$ per unit rise of the barrier.

If the electrode masses are $m_L$ and $m_R$, the normal kinetic energy on the right is

$$
E_x+V+\varepsilon\left(1-\frac{m_L}{m_R}\right).
$$

For $m_R<m_L$ this becomes negative at large enough $\varepsilon$. The channel closes, although it is open at $\varepsilon=0$.

## Example: a thin tunnel oxide

Take an oxide 2.0 nm thick between two n⁺ silicon-like electrodes. The barrier is 3.1 eV above the left band edge, the mass is $0.5\,m_e$ in all layers, and $\mu_L=0.1$ eV. At 300 K, $kT=0.02585$ eV. A voltage of 1.0 V across the oxide gives a field of 5 MV/cm.

At $E_x=\mu_L$ the right electrode contributes negligibly, so $S=kT\ln2=0.02585\times0.6931=0.0179$ eV. Three energies show how supply and transmission compete:

| $E_x$ (eV) | $D$ | $S$ (eV) | $DS$ (eV) |
|---|---|---|---|
| 0.05 | $8.855\times10^{-11}$ | $5.35\times10^{-2}$ | $4.74\times10^{-12}$ |
| 0.10 | $1.58\times10^{-10}$ | $1.79\times10^{-2}$ | $2.83\times10^{-12}$ |
| 0.20 | $3.56\times10^{-10}$ | $5.35\times10^{-4}$ | $1.90\times10^{-13}$ |

From the first row to the last, $D$ rises fourfold while $S$ falls a hundredfold. The product is largest at 0.046 eV, below the Fermi level. The prefactor is $8.09\times10^9\ \mathrm{A\,cm^{-2}eV^{-2}}$, and the integral gives

$$
J=4.1\times10^{-3}\ \mathrm{A/cm^2}=1.7\times10^{-17}\ \text{atomic units}.
$$

With $\mu_L$ and the barrier held fixed, the zero-temperature value is $2.6\times10^{-3}\ \mathrm{A/cm^2}$. Even in this degenerate electrode, thermal occupation raises the current by a factor of 1.55.

At 0.05 V both directions matter. Integrating over the three-dimensional wave vectors of each electrode separately gives $1.9644\times10^{-4}$ from the left and $5.59\times10^{-5}\ \mathrm{A/cm^2}$ from the right. Their difference agrees with the value $1.405\times10^{-4}\ \mathrm{A/cm^2}$ from (1). The linear law gives $GV=3.041\times10^{-3}\times0.05=1.52\times10^{-4}\ \mathrm{A/cm^2}$, so the actual current is 8% below it. The 8% is what remains of two larger opposing effects. Replacing $Vf$ by $S$ alone gives 0.63 of $GV$, and replacing $D_0$ by the transmission at 0.05 V alone gives 1.43 of $GV$.

The mass condition can be seen at $E_x=0.1$ eV and 1.0 V. For $m_b=0.4\,m_e$ and $\varepsilon=0.1$ eV, (5) raises the barrier by $0.1(0.5/0.4-1)=0.025$ eV. The transmission falls to 0.90 of its value at $\varepsilon=0$.

## Comparison with real tunnel oxides

The thickness, barrier height and oxide mass are rough typical values for a thin tunnel oxide in a silicon charge-trap memory, and the field is half a rough breakdown field of 10 MV/cm. The single electrode mass of $0.5\,m_e$ is not that of silicon. In a memory cell, moreover, the far side of the oxide is a trapping layer, not a second parabolic electrode. The current above therefore belongs to a model capacitor. The following estimates change one assumption at a time, at 1.0 V across the oxide; their factors are relative to the model current and should not be multiplied together.

- **Image force.** Ideal metal planes and a relative permittivity of 2.1 lower the middle of the barrier by 0.24 eV. The classical image potential diverges at the planes and must be cut off. Here the total potential is not allowed to fall below the straight line joining the two electrode band edges, and $J$ then rises about 70 times. This factor depends strongly on the cutoff: it is about 16 and 39 with the floor 2 eV and 1 eV higher, and about 120 and 240 with it 1 eV and 3 eV lower. Only its order of magnitude is meaningful. A uniform lowering of 0.083 eV raises $J$ by 1.50, or $\ln1.50/0.083\simeq4.9$ per eV in the logarithm. At that rate 0.24 eV would give only a factor of about 3. Most of the rest comes from the stronger lowering near the planes, where the image potential varies as the inverse distance. At $E_x=0.05$ eV the decay exponent accounts for a factor of 57 out of 73, and the changed interface matching for the remaining 1.3. Silicon screens less perfectly than a metal, so a smaller factor is expected there.
- **Oxide dispersion.** A two-band relation with a 9 eV gap $E_g$ and the same band-edge mass raises $J$ about 27 times if (1) is used with $D$ at zero transverse momentum and the matching conditions contain the energy-dependent oxide mass $m[1-(U-E_x)/E_g]$. This is an overestimate, because the barrier mass now differs from the electrode mass. At fixed $E_x$ the squared decay constant is $2m\varphi(1-\varphi/E_g)+2m\varepsilon$ with $\varphi=U-E_x-\varepsilon$; its derivative at $\varepsilon=0$ is $4m\varphi/E_g>0$, so transverse motion reduces $D$. Keeping this dependence in the double integral lowers the factor to about 24.
- **Silicon valleys.** Six anisotropic valleys, with masses $0.92$ and $0.19\,m_e$ and the same Fermi level, raise $J$ about 6 times. This measures transverse momentum from each valley minimum, and even the direction of the change depends on that choice. At a (100) surface, the four valleys that are light along the normal are centred at a large transverse momentum. If the full transverse momentum is conserved and the oxide band has its minimum at zero, their waves decay much faster and they contribute almost nothing. The other two valleys alone carry 0.56 of the model current. In the two valleys that are heavy along the normal, the transverse mass is smaller than the oxide mass, so (5) lowers the barrier. Keeping this effect raises their current by 13%.
- **Thickness.** An oxide 0.1 nm thinner carries 3.2 times the current.
- **Band bending.** Accumulation lowers the barrier by 0.083 eV, and this shift alone gives the factor of 1.50 used above. If the bent band edges on both sides are also put into the Schrödinger equation, with mass $0.5\,m_e$ and continuum states only, the factor is about 2.3. Depletion takes up a further 0.10 V, so the terminal voltage is about 1.18 V. Quantized levels in the accumulation layer are left out.
- **Temperature.** Operation at 358 K raises $J$ by 16%, with the Fermi level and barrier fixed.

Trap-assisted tunnelling is also left out and has not been sized. The estimates show that (1) with a plain trapezoidal barrier does not fix even the order of magnitude of a real oxide current from nominal parameters. If the barrier height and mass are instead fitted to measured currents with that same barrier, they already absorb part of the image force and of the oxide dispersion, and adding those corrections afterwards would count them twice. The full numerical output follows.

## Table of computed values

```
band mass in all layers: 0.50 m_e
barrier above left band edge: 3.10 eV
oxide thickness: 2.00 nm
Fermi level above band edge: 0.100 eV
temperature: 300 K; kT: 0.02585 eV
oxide voltage: 1.00 V; oxide field: 5.00 MV/cm
Ex = 0.05 eV: D = 8.8553e-11, S = 5.34905e-02 eV
Ex = 0.10 eV: D = 1.5792e-10, S = 1.79192e-02 eV
Ex = 0.20 eV: D = 3.5611e-10, S = 5.34650e-04 eV
largest contribution to J at Ex: 0.0457 eV
prefactor m/(2 pi^2): 8.0916e+09 A/cm2 per eV^2
J at 1.0 V, 300 K: 4.0804e-03 A/cm2
J at 1.0 V, 300 K: 1.7251e-17 atomic units
J at 1.0 V, 0 K: 2.6299e-03 A/cm2
small bias: 0.050 V
left flux at small bias: 1.9644e-04 A/cm2
right flux at small bias: 5.5945e-05 A/cm2
net J at small bias, Tsu-Esaki: 1.4049e-04 A/cm2
zero-bias conductance: 3.0411e-03 S/cm2
Richardson constant for m = 1: 120.173 A/(cm2 K2)
mass test, barrier mass: 0.40 m_e; transverse energy: 0.10 eV
mass test, barrier shift: 0.0250 eV
mass test, D with / without transverse energy: 0.8966
silicon valley masses: 0.92 and 0.19 m_e
two-valley current: 2.2846e-03 A/cm2
four-valley current: 2.2021e-02 A/cm2
six-valley J / model J: 5.957
two valleys, J with / without k_par in D: 1.1329
image force: permittivity 2.1, mid-oxide lowering 0.238 eV
image force, J / model J: 73.536
two-band oxide, gap 9.0 eV, J / model J: 26.85
static permittivities, oxide and silicon: 3.9, 11.7
silicon electron density: 1.708e+20 cm-3
accumulation bending: 0.0831 eV
depletion bending: 0.1006 eV
barrier lowered by accumulation, J / model J: 1.497
oxide thinner by 0.1 nm at same voltage, J / model J: 3.160
J at 358 K / J at 300 K: 1.1582
rough breakdown field: 10 MV/cm; field used / breakdown: 0.50
```
